The Schottky-Mott Electron Barrier from Vacuum-Level Alignment and from Free-Energy Minimization, part 2

A metal and a semiconductor meet over a flat face. The electron barrier B is the conduction-band edge just inside the semiconductor minus the Fermi level E_F. The metal has work function Φ_M and screening length λ. The semiconductor (x > 0) has affinity χ, work function Φ_S, gap E_g, relative permittivity ε_r, donor density N_D, electron and hole densities n and p, and effective densities of states N_C and N_V. A vacuum gap d separates them. Formulas use joules, numerical values eV; q is the positive elementary charge.

Symmetry gives B = Φ_M − χ if the interface does not respond to an inserted potential step. The first derivation follows the local vacuum level v(x), measured from E_F, with v_s = v(0+). With no new dipole on contact and positive charge ε0D per area in the semiconductor, it gives

B = Φ_M − χ − qD(d + λ). (8)

The last term vanishes with d + λ, because D stays bounded. The proof used

n = N_C exp[−(v − χ)/kT],
p = N_V exp[(v − χ − E_g)/kT]. (9)

For depletion,

D ≈ √[2ε_rN_D(v_s − Φ_S − kT)/ε0]. (12)

The second derivation minimizes the free energy per area, G. N electrons per area pass to the metal, so D = qN/ε0; E(x) is the field magnitude. Without holes, and with f the thermal free energy per volume,

N = ∫₀^∞ (N_D − n) dx. (13)

f(n) = kT n[ln(n/N_C) − 1], f′(n) = kT ln(n/N_C). (14)

ε_rε0E(x) = q ∫ from x to ∞ of (N_D − n) dx′. (15)

G = −Φ_MN + ∫₀^∞ [−χn + f(n)] dx + U_gap + U_s + U_m, (16)

with U_gap = ε0D²d/2, U_s = ∫₀^∞ (ε_rε0E²/2) dx and U_m = ε0D²λ/2.

Example: Φ_M = 4.8 eV, χ = 4.0 eV, Φ_S = 4.1965 eV, E_g = 1.2 eV, ε_r = 10, N_D = 10¹⁶ cm⁻³, N_C = N_V = 2 × 10¹⁹ cm⁻³, kT = 0.02585 eV, λ = 0.05 nm, q/ε0 = 18.1 V nm.

**The condition for a minimum**

Change the electron density in the semiconductor by a small amount δn(x), taking the electrons from the metal. Equation (13) gives δN = −∫δn dx. Each term of (16) responds as follows.

The metal term changes by −Φ_MδN = +Φ_M∫δn dx.

The semiconductor term changes by ∫[−χ + kT ln(n/N_C)]δn dx, by (14).

The gap and metal energies change by ε0D(d + λ)δD. Since ε0δD = qδN, this is qD(d + λ)δN = −qD(d + λ)∫δn dx.

The semiconductor field energy changes by ∫E δ(ε_rε0E) dx′. By (15), the field quantity at x′ changes by −q times all the electrons added beyond x′. Thus

δU_s = −q ∫₀^∞ dx′ E(x′) ∫ from x′ to ∞ of δn(x) dx.

The region of integration is 0 < x′ < x. Doing the x′ integral first gives

δU_s = −q ∫₀^∞ dx δn(x) ∫ from 0 to x of E(x′) dx′.

At the minimum the sum must vanish for every small δn(x). The factor that multiplies δn(x) must therefore be zero at each point:

Φ_M − χ + kT ln(n(x)/N_C) − qD(d + λ) − q ∫₀^x E dx′ = 0. (17)

The stationary state is a minimum. Along a straight path between two density profiles, N and the fields vary linearly, so the electrostatic terms are quadratic with positive coefficients. The thermal part curves upward as well, because f″ = kT/n > 0. A function with this curvature has no more than one stationary state.

**Reading the barrier**

Just inside the surface the integral in (17) is zero, which gives

n(0+) = N_C exp{−[Φ_M − χ − qD(d + λ)]/kT}. (18)

For a dilute electron gas the distance of the band edge from the Fermi level is defined through the density: n = N_C exp[−(E_C − E_F)/kT]. Comparison with (18) gives

B = Φ_M − χ − qD(d + λ),

which is (8) again, obtained from the minimum of G. The assumption of no new dipole entered in (16), where Φ_M and χ are measured from one common outside energy as long as no charge has moved.

Equation (17) also yields what the first derivation took as its starting point. Deep in the semiconductor the density has its bulk value, for which −kT ln(n/N_C) = Φ_S − χ. There the integral q∫E dx′ is the total band bending V_b. Inserting both gives

Φ_M − Φ_S = qD(d + λ) + V_b. (19)

The work-function difference is shared between gap, metal and semiconductor. This is the statement that the Fermi levels agree, and here it appears as a consequence of minimum free energy.

Holes are included by adding (χ + E_g)p and the thermal free energy of a dilute hole gas to the integrand of (16), and p to the integrand of (13) and (15). A hole made by moving a valence electron to the metal changes N by +1, so the metal and field terms enter with signs opposite to those for electrons. Just inside the surface,

−Φ_M + χ + E_g + kT ln(p/N_V) + qD(d + λ) = 0,

and therefore p(0+) = N_V exp[−(E_g − B)/kT]. The hole barrier is E_g − B, which in the ideal example is 1.2 eV − 0.8 eV = 0.4 eV.

**A bound from energy alone**

The term qD(d + λ) must again be shown to vanish. The free energy does this without the first integral of Poisson's equation. Consider an n-type depletion layer with negligible holes and Φ_M > Φ_S, and compare the minimum with the state in which no charge has moved. Let n_b = N_D be the bulk density, and write

f(n) = f(n_b) + f′(n_b)(n − n_b) + c(n).

Since f curves upward, it lies above its tangent, and c(n) ≥ 0. From (14), f′(n_b) = −(Φ_S − χ). With ∫(n − n_b)dx = −N, the change of G from the neutral state is

ΔG = −Φ_MN + χN + (Φ_S − χ)N + ∫c dx + U
= −(Φ_M − Φ_S)N + ∫c dx + U, (20)

where U is the sum of the three field terms. At the minimum ΔG cannot be positive, because the neutral state has ΔG = 0. Dropping the non-negative terms ∫c dx, U_gap and U_m leaves

U_s ≤ (Φ_M − Φ_S)N.

The charge density in the semiconductor cannot exceed qN_D. For a given N, the field therefore falls no faster than linearly, reaching zero no earlier than at the depth w = N/N_D. The smallest possible field energy is that of the linear field E = (qN/ε_rε0)(1 − x/w):

U_s ≥ (q²N²/2ε_rε0)(w/3) = q²N³/(6ε_rε0N_D).

Combining the two inequalities and dividing by N gives N² ≤ 6ε_rε0N_D(Φ_M − Φ_S)/q². Since D = qN/ε0,

D² ≤ 6ε_rN_D(Φ_M − Φ_S)/ε0. (21)

The bound contains neither d nor λ. The last term of (8) therefore vanishes with d + λ, and B = Φ_M − χ. The physical reason is that a large charge would need a deep depletion layer, whose energy grows as N³, while the gain from transfer grows as N.

The bound is not an estimate of D. An estimate follows from (20) with the same linear field and fully emptied layer, at d = λ = 0. From (14), c(0) = −f(n_b) + f′(n_b)n_b = kTN_D, so emptying the layer costs kTN_Dw = kTN. Then

ΔG = −(Φ_M − Φ_S − kT)N + q²N³/(6ε_rε0N_D).

Setting the derivative with respect to N to zero gives q²N²/(2ε_rε0N_D) = Φ_M − Φ_S − kT, or

D = √[2ε_rN_D(Φ_M − Φ_S − kT)/ε0].

This is the depletion estimate of the first half, including its kT. In the example it gives 0.0457 V/nm. The charge of the full numerical solution, 0.0456 V/nm, corresponds to an emptied layer 252 nm deep. The trial field should not be used to read the barrier: its band bending is smaller than Φ_M − Φ_S by kT, because it replaces the gradual inner edge of the layer by a sharp one. The barrier is read from (18), which needs no such shape.

**A dipole at the junction**

Now let the gap contain two fixed sheets with σ elementary charges per area, a distance t apart. The positive sheet faces the metal and the negative one faces the semiconductor. Between them their own field points towards the semiconductor, against the field D. The gap energy becomes

U_gap = (ε0/2)[D²(d − t) + (D − qσ/ε0)²t].

When N changes, with ε0δD = qδN,

δU_gap = [D(d − t) + (D − qσ/ε0)t] qδN = (qDd − q²σt/ε0)δN.

Compared with the earlier result, qDd is replaced by qDd − Δ, where

Δ = q²σt/ε0. (22)

The barrier is therefore

B = Φ_M − χ + Δ − qD(d + λ). (23)

The sign can be read from the forces between the sheets: an electron moving towards the semiconductor is pulled back by the positive sheet behind it and repelled by the negative sheet ahead, so its energy rises by Δ on the way.

For σ = 0.10 nm⁻² and t = 0.10 nm, the step is 18.1 × 0.10 × 0.10 eV = 0.181 eV. In a gap of 0.20 nm the numerical solution gives B = 0.7887 eV without the sheets and 0.9679 eV with them. The shift is 0.1792 eV, slightly less than Δ. Equation (23) explains the difference. The loss qD(d + λ) is 0.8000 − 0.7887 = 0.0113 eV without the sheets and about 0.0130 eV with them. The higher barrier bends the bands further, which requires a larger D. This is the response that the opening symmetry argument had to set aside. It vanishes in the ideal limit, while Δ remains if σt is held fixed.

One elementary charge per 10 nm², displaced by a tenth of a nanometre, thus shifts this barrier by more than a fifth of its ideal value. The Schottky-Mott rule is a reference from which the effect of interface dipoles can be measured. It is not a general prediction for real contacts. Bonds can form, the surface dipoles can change on contact, and the tails of metal states can hold charge in the semiconductor gap even at a clean interface. Interface states with a uniform density D_it per area and energy reduce the slope of B against Φ_M from 1 to about 1/[1 + q²D_it(d + λ)/ε0]. For 10¹⁴ cm⁻² eV⁻¹ and d + λ = 0.25 nm this is about 0.18.

**What each derivation assumes**

Both derivations treat a flat junction with macroscopic permittivities, and both use Φ_M and χ of the actual separate faces. Both assume that contact leaves the surface dipoles unchanged. This cannot be deduced from equilibrium or from Poisson's equation, since (23) describes an equilibrium state too. Both also leave out the attraction of an electron to its own image charge in the metal. At a depletion layer this attraction lowers the barrier met by a moving electron, in the ideal model example by about 0.026 eV if ε_r = 10 is also used for the image force.

The first derivation takes the common Fermi level as given and follows the potential. Its relation (8) needs electrostatics and linear screening in the metal, but no particular carrier statistics in the semiconductor. Statistics enter when D is bounded. The form (9) was used there, but what the argument needs is a finite charge density that grows with v. It treats electrons, holes and either direction of charge transfer together.

The second derivation takes minimum free energy as given and obtains the common Fermi level. It uses the free energy of a dilute gas from the start, because the barrier is read from the surface density. In return it shows why the charge stops flowing: the gain in work function is balanced by the energy of the fields and by the thermal cost of emptying the layer. Its bound (21) was derived for n-type depletion without holes, which is narrower than the bound of the first half.

The two also fail differently when the barrier is small. If Φ_M − χ is not several times kT, the electrons at the surface are no longer dilute. Equation (18) must then be replaced by one with Fermi-Dirac statistics, while (8) keeps its form. The same holds for holes when E_g − B is not several times kT. In these degenerate cases D becomes large, and the last term of (8) is no longer small for a realistic λ. With parabolic bands, a closed gap and λ = 0.05 nm, Φ_M = 3.7 eV gives about −0.17 eV in place of the ideal −0.30 eV. If Φ_M − χ is negative, the ideal band edge at the interface lies below the Fermi level, and there is no barrier at the interface itself. In a semiconductor whose bulk band edge lies above the Fermi level, an electron must still climb to that edge to reach the interior.

A positive Φ_M − χ does not by itself imply a depletion layer. For n-type material this also requires Φ_M > Φ_S. With Φ_M = 4.1 eV and the other parameters unchanged, the metal work function lies below Φ_S = 4.1965 eV. Electrons accumulate at the surface, and the ideal band-edge offset is 0.1 eV, less than the bulk separation of 0.1965 eV.

Neither derivation leaves any trace of doping in the ideal barrier. Doping changes Φ_S, the band bending and D, but D is multiplied by a length that goes to zero. In a real metal λ stays finite, and doping then does matter. At closed gap with λ = 0.05 nm and fully ionized donors, the barrier is about 0.79 eV at 10¹⁷ cm⁻³ and 0.72 eV at 10¹⁹ cm⁻³. At the higher density the surface field exceeds 1 MV/cm, and image lowering and tunnelling, which are left out here, become important. The numerical limit was tested for donor densities of 10¹⁶ and 10¹⁷ cm⁻³ and for an acceptor density of 10¹⁶ cm⁻³. With Φ_M = 4.8 eV and χ = 4.0 eV, all three give 0.8000 eV. Lowering Φ_M to 4.4 eV gives 0.4000 eV, and raising χ to 4.2 eV instead gives 0.6000 eV, in accordance with the slopes +1 and −1 of the rule B = Φ_M − χ. The numerical output lists these cases together with the full sequence of gap widths.

Values computed for the example and the checks

```
Metal work function: 4.800 eV
Electron affinity: 4.000 eV
Band gap: 1.200 eV
Relative permittivity: 10.0
Temperature: 300.0 K; kT: 0.02585 eV
Donor density: 1.00e+16 cm^-3
Density of states, each band: 2.00e+19 cm^-3
Metal screening length: 0.050 nm
Bulk E_C - E_F: 0.1965 eV
Semiconductor work function: 4.1965 eV
Work function difference: 0.6035 eV
Closing the gap (barrier, gap drop, band bending in eV):
  gap  10000.0 nm: 0.1967, 0.6033, 0.0002
  gap   1000.0 nm: 0.1988, 0.6012, 0.0023
  gap    100.0 nm: 0.2219, 0.5778, 0.0254
  gap     10.0 nm: 0.4882, 0.3102, 0.2917
  gap      1.0 nm: 0.7539, 0.0439, 0.5574
  gap      0.1 nm: 0.7932, 0.0045, 0.5967
  gap      0.0 nm: 0.7977, 0.0000, 0.6012
Closed gap, D = charge/area/eps0: 0.04562 V/nm
Depletion estimate of D: 0.04572 V/nm
Equivalent depletion width: 252.1 nm
Barrier loss from metal screening: 2.28 meV
Ideal limit (work function, affinity, doping; barrier, rule):
  4.8 eV, 4.0 eV, 1e+16 cm^-3 n-type: 0.80000, 0.80000 eV
  4.4 eV, 4.0 eV, 1e+16 cm^-3 n-type: 0.40000, 0.40000 eV
  4.8 eV, 4.2 eV, 1e+16 cm^-3 n-type: 0.60000, 0.60000 eV
  4.8 eV, 4.0 eV, 1e+17 cm^-3 n-type: 0.80000, 0.80000 eV
  4.8 eV, 4.0 eV, 1e+16 cm^-3 p-type: 0.80000, 0.80000 eV
  4.1 eV, 4.0 eV, 1e+16 cm^-3 n-type, accumulation: 0.10000, 0.10000 eV
Main electron barrier: 0.8000 eV = 1.2817e-19 J
Hole barrier: 0.4000 eV
Dipole test gap: 0.20 nm
Sheet density: 0.10 nm^-2; separation: 0.10 nm
Dipole step: 0.1810 eV
Barrier without dipole: 0.7887 eV
Barrier with dipole: 0.9679 eV
Barrier shift: 0.1792 eV
```
